# Longest defect run and breakdown field in a two-dimensional dielectric

In a model dielectric, 10% of the bonds along the field are shorted at random, and intact bonds fail at 10 MV/cm. When the side of the sample grows from 100 to 1,000,000 bonds, its area grows by a factor \(10^8\). The median length of its longest straight run of shorts grows only from 4 to 12 bonds, and the applied field at which a run of that length, taken alone, begins to spread falls only from 5.30 to 3.38 MV/cm. The breakdown field of the whole sample is a different quantity, because defects also act on one another. The run grows slowly because the number of places where it can occur competes with the exponential cost of making it longer. The field changes more slowly still, because the voltage ahead of a long run grows only as the square root of its length.

## Model and theorem

Take a square lattice of equal capacitors with \(L\) columns, each containing \(L\) bonds along the applied field. Each field-direction bond is shorted independently with probability \(p\), where \(0<p<1\) is fixed. Transverse bonds are sound. An intact bond becomes permanently shorted when its voltage reaches \(E_c\) times the lattice spacing.

A run is an unbroken sequence of shorted bonds in one column, and \(R\) is the length of the longest run. Let \(f(n)\) be the voltage on the bond just ahead of an isolated run of \(n\) shorts in an infinite lattice, divided by the voltage that the applied field alone puts on a bond. The growth field of the longest run, taken as isolated, is

\[
E_b=\frac{E_c}{f(R)} .
\]

**Theorem.** As \(L\to\infty\),

\[
\frac{R}{\ln L}\to\frac{2}{\ln(1/p)}\quad\text{in probability},
\qquad
\frac{f(n)^2}{n}\to\kappa^2=\frac{\pi(\sqrt2-1)}{2}\quad(n\to\infty),
\]

and therefore

\[
\frac{E_b}{E_c}\simeq
\left[\frac{\ln(1/p)}{\pi(\sqrt2-1)\ln L}\right]^{1/2}.
\]

The cluster length is thus logarithmic in size, while the field falls as the inverse square root of the logarithm. The first limit is proved in Lemma 1. The second is derived in Lemma 2 by leading-order matching of two solutions, without a rigorous error bound, and is tested against the full lattice equations. Interaction between the longest run and other defects is left out.

## Lemma 1: the longest run

Let \(N_n\) count the starts of runs of length at least \(n\). A start at the first bond of a column needs \(n\) shorts and has probability \(p^n\). A start at any of the \(L-n\) later possible positions also needs an intact bond before it, and has probability \((1-p)p^n\). Summing over \(L\) columns gives the mean

\[
\mu_n=Lp^n\left[1+(L-n)(1-p)\right].
\]

Since \(R\ge n\) means \(N_n\ge1\), Markov's inequality gives \(P(R\ge n)\le\mu_n\).

For the opposite bound, consider starts at positions \(j<k\) in one column. If \(k\le j+n\), the first start requires bond \(k-1\) to be shorted and the second requires it to be intact. The events exclude each other, so their covariance is negative. If \(k>j+n\), they use disjoint sets of bonds and are independent. Different columns are independent too. Hence \(\operatorname{Var}N_n\le\mu_n\), and Chebyshev's inequality gives

\[
P(R<n)=P(N_n=0)\le\frac{\operatorname{Var}N_n}{\mu_n^2}\le\frac1{\mu_n}.
\]

Now choose \(0<\varepsilon<1\) and put

\[
n_+=\left\lceil\frac{2(1+\varepsilon)\ln L}{\ln(1/p)}\right\rceil,
\qquad
n_-=\left\lfloor\frac{2(1-\varepsilon)\ln L}{\ln(1/p)}\right\rfloor .
\]

The bracket in \(\mu_n\) is at most \(L\), so \(\mu_{n_+}\le L^2p^{n_+}\le L^{-2\varepsilon}\to0\). Also,

\[
\mu_{n_-}\ge L(L-n_-)(1-p)p^{n_-}
\ge(1-p)\left(1-\frac{n_-}{L}\right)L^{2\varepsilon}\to\infty .
\]

Thus \(P(R\ge n_+)\) and \(P(R<n_-)\) both vanish. Since \(\varepsilon\) is arbitrary, the first limit is proved. The factor 2 comes from the \(L^2\) possible positions.

**Remark on the distribution.** Let \(q\) be the probability that one column contains a run of length at least \(n\). Its mean number of starts is \(\mu_n/L\), and the joint probability of two starts never exceeds the product of their probabilities. Inclusion and exclusion therefore give

\[
\frac{\mu_n}{L}-\frac12\left(\frac{\mu_n}{L}\right)^2\le q\le\frac{\mu_n}{L}.
\]

When \(\mu_n/L\ll1\), the independence of the columns yields

\[
P(R<n)=(1-q)^L=\exp\left[-\mu_n+O(\mu_n^2/L)\right].
\]

## Lemma 2: the voltage ahead of a run

Use units in which the lattice spacing, the capacitance of a bond and the applied bond voltage are all 1. Charge transferred through a capacitor obeys the same node equations as current in a network of unit resistors, so it is called current below.

**Lattice equation.** Represent a short on bond \(m\) by an added current \(i_m\) taken from node \(m\) and delivered to node \(m+1\), in the direction of the voltage drop. For \(i_0=1\), the source has Fourier transform \(e^{-i\theta}-1\). Dividing by the lattice operator \(4-2\cos\theta-2\cos\varphi\) gives the added potential. The drop from node \(k\) to node \(k+1\) supplies a factor \(1-e^{i\theta}\), and

\[
(e^{-i\theta}-1)(1-e^{i\theta})=-(2-2\cos\theta)\equiv-s .
\]

The added current therefore lowers the voltage, and

\[
V_k=1-\sum_mT(k-m)i_m .
\]

The sum runs over the shorts, and the currents are fixed by \(V_k=0\) on each of them. Averaging over the transverse wave number \(\varphi\) puts both bonds in the same column:

\[
\hat T(\theta)=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,
\frac{s}{s+2-2\cos\varphi}
=\frac{s}{\sqrt{(s+2)^2-4}}
=\sqrt{\frac{s}{s+4}} .
\]

The integral follows from the residue inside the unit circle after the substitution \(w=e^{i\varphi}\).

**A single short.** With \(u=\cos(\theta/2)\), we have \(s=4(1-u^2)\) and \(\cos\theta=2u^2-1\), so

\[
T(0)=\frac1\pi\int_{-1}^1\frac{du}{\sqrt{2-u^2}}=\frac12,
\qquad
T(1)=\frac1\pi\int_{-1}^1\frac{2u^2-1}{\sqrt{2-u^2}}\,du=\frac12-\frac2\pi .
\]

The condition \(0=1-T(0)i_0\) gives \(i_0=2\). Hence \(f(1)=1-2T(1)=4/\pi=1.2732\), which is also the value from the numerical lattice equations.

**Far from the tips.** For a long run, \(\theta\) is small and \(\hat T\simeq|\theta|/2\). Let the run occupy \(|x|<a\), with \(a=n/2\). Multiplication by \(|\theta|\) takes the boundary value of a decaying harmonic function in the upper half-plane to minus its normal derivative, because each mode is \(e^{i\theta x-|\theta|y}\). Consider

\[
\psi=\operatorname{Re}F,\qquad F(\zeta)=\sqrt{a^2-\zeta^2}+i\zeta,\qquad \zeta=x+iy .
\]

This function decays at infinity. At \(y=0\) it equals \(\sqrt{a^2-x^2}\) on the run and zero outside. Moreover,

\[
-\partial_y\psi=-\operatorname{Re}(iF')
=\operatorname{Re}\left[\frac{i\zeta}{\sqrt{a^2-\zeta^2}}+1\right],
\]

which is 1 on the run. The equation \(\tfrac12|\theta|\,i=1\) is therefore solved by \(i(x)=2\sqrt{a^2-x^2}\). At a distance \(m\ll n\) from a tip, \(a^2-x^2=m(n-m)\), so

\[
i\simeq2\sqrt{nm}.
\]

**Near a tip.** Number the shorts \(m=0,1,2,\ldots\) from the tip, so that the bond ahead is \(k=-1\). The currents are of order \(\sqrt n\), and at leading order the applied term 1 can be dropped. We need

\[
\sum_{m\ge0}T(k-m)i_m=
\begin{cases}0,&k\ge0,\\-V_k,&k<0.\end{cases}
\]

Let \(z=e^{-i\theta}\) and \(r=3-2\sqrt2=(\sqrt2-1)^2\), so that \(r+1/r=6\). Then

\[
s=(1-z)(1-1/z),\qquad s+4=6-z-\frac1z=\frac{(1-rz)(1-r/z)}{r},
\]

and the kernel factors as

\[
\hat T=\sqrt r\,A(z)A(1/z),\qquad
A(z)=\left(\frac{1-z}{1-rz}\right)^{1/2}=\sum_{l\ge0}a_lz^l .
\]

Here \(a_0=1\), \(a_l=O(l^{-3/2})\) and \(\sum_la_l=A(1)=0\). Try

\[
I(z)=\sum_{m\ge0}i_mz^m=C(1-z)^{-3/2}(1-rz)^{1/2},
\]

for which \(A(z)I(z)=C/(1-z)=C\sum_{l\ge0}z^l\). Multiplication by \(\sqrt r\,A(1/z)\) gives the coefficient of \(z^k\) as

\[
\sqrt r\,C\sum_{j\ge\max(0,-k)}a_j .
\]

For \(k\ge0\) this is the complete sum, which is zero as required. For \(k=-1\) the term \(a_0\) is missing, so the result is \(-\sqrt r\,C\), and

\[
V_{-1}=\sqrt r\,C .
\]

The regrouping of infinite sums needs care because \(i_m\) grows. Replace \(A(z)I(z)\) by \(A(\rho z)I(\rho z)\) with \(\rho<1\), and let \(\rho\to1\) afterwards. At a distance \(M=m-k\) inside the run, the regulated kernel is \(\sqrt r\sum_{l\ge0}a_l\rho^l a_{l+M}\), which is bounded by a constant times \(A(\rho)M^{-3/2}+M^{-2}\). This follows by writing \(a_{l+M}=a_M+(a_{l+M}-a_M)\) in its defining sum. After multiplication by \(\rho^m i_m\), with \(i_m\sim\sqrt m\), the second part is summable. The first contributes at most order \(\sqrt{1-\rho}\,\ln[1/(1-\rho)]\), which vanishes. The limit is therefore legitimate.

**Matching.** For large \(m\), the coefficient of \(z^m\) in \((1-z)^{-3/2}\) is \(m^{1/2}/\Gamma(3/2)=2\sqrt{m/\pi}\). The other factor of \(I(z)\) is regular at \(z=1\) and contributes \(\sqrt{1-r}\). Thus

\[
i_m\simeq2C\sqrt{\frac{(1-r)m}{\pi}} .
\]

Equating this to \(2\sqrt{nm}\) gives \(C=\sqrt{\pi n/(1-r)}\). Since \(1-r=2(\sqrt2-1)\),

\[
f(n)^2\simeq rC^2=\frac{\pi n\,r}{1-r}
=\frac{\pi n(\sqrt2-1)^2}{2(\sqrt2-1)}
=\frac{\pi(\sqrt2-1)}2\,n .
\]

This is the stated value of \(\kappa^2\), numerically 0.65065. The full lattice equations give a slope of \(f^2\) between \(n=150\) and \(n=300\) equal to 0.65064 per bond.

The tip solution can be tested separately. Its first coefficient is \(i_0=C\), so \(f/i_0\to\sqrt2-1=0.4142\). Its second gives \(i_1/i_0=3/2-r/2=\sqrt2=1.4142\). At \(n=300\) the lattice values are 0.4153 and 1.4117.

## Proof of the field law

The bond ahead of the run fails when the applied field times \(f(R)\) reaches \(E_c\). Lemma 1 shows that \(R\to\infty\) in probability, so Lemma 2 may be used at \(n=R\):

\[
\frac{(E_c/E_b)^2}{\ln L}
=\frac{f(R)^2}{R}\,\frac{R}{\ln L}
\to\kappa^2\,\frac{2}{\ln(1/p)}
=\frac{\pi(\sqrt2-1)}{\ln(1/p)} .
\]

Inversion and a square root complete the derivation.

**Why growth continues.** If \(f\) increases with \(n\) and the bond ahead of the tip remains the most stressed one, each failure raises the voltage on the next bond, and an isolated run that starts to grow at fixed applied field does not stop before it reaches the plates. The increase was tested for \(1\le n\le60\). In a finite \(120\times120\) lattice with \(n=6\), the tip bond was the most stressed bond. Its enhancement was 2.206, while the largest transverse bond voltage was 1.278. In a \(30\times30\) lattice, a run of 4 bonds grew at both ends until it joined the plates. Its peak voltage rose from each of the 13 stages to the next, from 1.90 at the first to 15.0 at the last. The last value has a simple origin: the total voltage of 30 is then shared by the two remaining bonds.

## Reading the numbers

For \(p=0.1\) and \(L=1000\), the mean number of runs of at least 7 bonds is

\[
\mu_7=1000\times10^{-7}\,[1+993\times0.9]=0.0895 .
\]

Hence \(P(R<7)\simeq e^{-0.0895}=0.914\). For runs of at least 6 bonds, \(\mu_6=0.896\) and \(P(R<6)\simeq0.408\). The probability passes one half between these two, so the median is 6. The lattice value \(f(6)=2.2036\) then gives

\[
E_b=\frac{10}{2.2036}=4.54\ \text{MV/cm}.
\]

The leading law gives

\[
10\left[\frac{2.3026}{2\times0.65065\times6.908}\right]^{1/2}=5.06\ \text{MV/cm}.
\]

At \(L=100\) the leading law lies 17% above the lattice value, and at \(L=10^6\) it still lies 6% above. The statistics do not cause this difference. For \(p=0.1\) and the listed sizes, the median run equals \(2\log_{10}L\), which is the leading estimate of \(R\). The discrepancy lies in \(f\): the ratio \(f(n)/(\kappa\sqrt n)\) is 1.169 at \(n=4\) and 1.059 at \(n=12\). At \(n=4\), 12 and 300 the lattice values agree with \(f^2\simeq\kappa^2(n+1.5)\) to the digits shown in the offset. A constant offset changes the level of \(f^2\) but not its slope. The table accordingly gives

\[
\frac{2.9593^2-1.8859^2}{\ln10^4}=0.565,
\]

in agreement with \(2\kappa^2/\ln10=0.565\). The closeness of this agreement depends on the choice of sizes. Successive sizes differ by a factor of 10, and for \(p=0.1\) the median run then rises by exactly two bonds each time. Between these sizes the median moves in whole bonds, so \(1/E_b^2\) at the median climbs in steps and not along a smooth line in \(\ln L\).

Samples of equal size also differ. At \(L=1000\), \(P(R\ge8)=1-0.991=0.009\). About 1% of such samples have a longest run whose growth field, taken as isolated and far from the plates, is at or below \(10/f(8)=4.03\) MV/cm, against the median of 4.54 MV/cm. Shorter runs that touch a plate reach the same tip voltage far more often, as shown in the next section.

## Where the law stops

**Thin films.** For \(W\) columns of \(H\) bonds, the same count gives \(\mu_n=Wp^n[1+(H-n)(1-p)]\). When \(H\) is much larger than the run, \(L^2\) is replaced by \(WH\), and the typical length is \(\ln(WH)/\ln(1/p)\). At \(n=H\) the mean number of complete bridges is \(Wp^H\). Once this is of order 1, some samples are shorted before any field is applied. The isolated-run field becomes inaccurate earlier: a plate raises the voltage ahead of a run when its distance from the run is comparable with the run's length, so \(f(n)\) then no longer gives the tip voltage.

**Runs at a plate.** The plates matter in square samples too. A plate is an equipotential, so a run of \(m\) shorts that touches it acts, together with its mirror image, as a run of \(2m\), and the bond ahead of it carries \(f(2m)\). The mean number of such runs is \(2Lp^m\), so the longest has \(m\simeq\ln L/\ln(1/p)\). Its effective length \(2m\) is of the same leading order as \(R\). At \(L=1000\) and \(p=0.1\), the probability of a run of at least 4 shorts at a plate is \(1-(1-10^{-4})^{2000}=0.18\), and such a run grows at or below \(10/f(8)=4.03\) MV/cm.

**Broken needles.** Two collinear runs of 20 shorts, separated by one intact bond, put 10.68 times the applied voltage on that bond. A single run of 40 shorts puts only 5.19 times the applied voltage on the bond ahead of it. With \(E_c=10\) MV/cm, the gap fails at \(10/10.68=0.94\) MV/cm. The joined run of 41 shorts has \(f=5.26\) and needs \(10/5.26=1.90\) MV/cm to grow further. The first local failure is then not the start of runaway growth.

This pair contains 40 initial shorts, so its probability carries the same factor \(p^{40}\) as the single run, yet its growth field is slightly below the single run's \(10/5.19=1.93\) MV/cm. Counting unbroken runs alone therefore does not fix the breakdown field of a whole random sample. The theorem gives the growth field of the longest unbroken run, taken as isolated. Other groups of defects can fail and spread at a lower field. The background of shorts also matters: in each column the total voltage is shared by about \((1-p)L\) intact bonds, whose mean voltage is therefore \(1/(1-p)=1.11\) times the applied value at \(p=0.1\). Hence \(E_b\) should not be read as the breakdown strength of the sample. The complete values are in the numerical output.

## Table of computed values

```
defect probability p = 0.10 (dimensionless)
local breakdown field E_c = 10.0 MV/cm
run growth 2/ln(1/p) = 0.8686 bonds per unit ln L
kappa^2 = 0.65065, kappa = 0.80663 (dimensionless)
slope of f^2 from lattice equations = 0.65064 per bond
L (bonds) | median R (bonds) | f(R) | E_b (MV/cm) | leading law (MV/cm)
     100 |   4 | 1.8859 | 5.303 | 6.199
    1000 |   6 | 2.2036 | 4.538 | 5.061
   10000 |   8 | 2.4811 | 4.030 | 4.383
  100000 |  10 | 2.7307 | 3.662 | 3.920
 1000000 |  12 | 2.9593 | 3.379 | 3.579
slope of (E_c/E_b)^2 in ln L: table 0.5647, law 0.5651 (dimensionless)
Run statistics at L = 1000 bonds: n | mu | exact P(R<n) | exp(-mu)
6 | 0.8956 | 0.4084 | 0.4084
7 | 0.0895 | 0.9144 | 0.9144
8 | 0.0089 | 0.9911 | 0.9911
Sampling at L = 100 bonds, 1500 samples: n | sampled | exact
4 | 0.4073 | 0.4171
5 | 0.9233 | 0.9171
6 | 0.9900 | 0.9915
Tip enhancement: n (bonds) | f(n) | f(n)/(kappa sqrt n)
1 | 1.2732 | 1.5785
2 | 1.5039 | 1.3183
4 | 1.8859 | 1.1690
12 | 2.9593 | 1.0591
60 | 6.3235 | 1.0121
300 | 14.0051 | 1.0024
n = 300: tip voltage/end current = 0.41525, limit 0.41421
n = 300: second/first current = 1.41171, limit 1.41421
n = 300: central current/n = 1.00236, limit 1
finite lattice 120 x 120, n = 6: f = 2.2063, infinite lattice 2.2036
largest transverse bond voltage there = 1.2778 (applied = 1)
growth in 30 x 30 lattice from n = 4: 13 stages to bridging
peak voltage, first and last stage = 1.9044, 14.9999
pair of 20-bond needles: gap voltage = 10.6839
single needle of 40 bonds: f = 5.1937
joined needle of 41 bonds: f = 5.2560
```
